\section*{Switching delay of a uniform ferroelectric just above its coercive field}

\section{A drift that nearly stops}

Take one variable $u$ that obeys
\begin{equation}
\frac{du}{ds}=\eta+u^2,\qquad \eta>0 .
\label{eq:toy}
\end{equation}
The drift is positive everywhere, so $u$ always advances, but near $u=0$ it falls to the small value $\eta$. The time to go from $-a$ to $a$ is
\begin{equation}
\int_{-a}^{a}\frac{du}{\eta+u^2}
=\frac{2}{\sqrt\eta}\arctan\frac{a}{\sqrt\eta}
=\frac{\pi}{\sqrt\eta}-\frac{2}{a}+O(\eta).
\label{eq:toytime}
\end{equation}
The last form uses $\arctan y=\pi/2-\arctan(1/y)$ for $y>0$. The divergent part does not depend on $a$. The slow region has width of order $\sqrt\eta$ and is crossed at a speed of order $\eta$, which gives a time of order $1/\sqrt\eta$.

For $\eta<0$ the drift vanishes at $u=\pm\sqrt{-\eta}$, and a variable that starts to the left of both points stops at the left one. A ferroelectric at its static coercive field has this structure, with a cubic term added.

\section{The ferroelectric in the same form}

Let the polarization $P$ be uniform and let $E$ be the field inside the film. The free energy density is $F=-\tfrac12\alpha P^2+\tfrac14\beta P^4$ with $\alpha,\beta>0$. The Landau--Khalatnikov equation, with damping $\gamma>0$, is
\begin{equation}
\gamma\frac{dP}{dt}=E-F'(P)=E+\alpha P-\beta P^3 .
\label{eq:lk}
\end{equation}
At zero field the stable states are $\pm P_s$, $P_s=\sqrt{\alpha/\beta}$. The film rests at $-P_s$, and at $t=0$ a constant positive field is switched on. The delay $T$ is the time until $P=0$.

\paragraph{Static coercive field.} A static state satisfies $E=-\alpha P+\beta P^3$. Along the negative branch, starting at $P=-P_s$, this field rises until $dE/dP=-\alpha+3\beta P^2=0$, which happens at
\begin{equation}
P=-P_c,\qquad P_c=\sqrt{\frac{\alpha}{3\beta}}=\frac{P_s}{\sqrt3}.
\end{equation}
Since $\beta P_c^2=\alpha/3$, the field there is
\begin{equation}
E_c=\alpha P_c-\beta P_c^3=\tfrac23\,\alpha P_c .
\label{eq:ec}
\end{equation}
At this point, the fold, the metastable state merges with the unstable one. For $E>E_c$ no static state with negative $P$ is left.

\paragraph{Scaling.} Put $P=P_cx$ and $t=t_0s$ with $t_0=\gamma/\alpha$. Dividing (\ref{eq:lk}) by $\alpha P_c$ gives
\begin{equation}
\frac{dx}{ds}=\frac{E}{\alpha P_c}+x-\frac{\beta P_c^2}{\alpha}x^3
=\frac23\frac{E}{E_c}+x-\frac{x^3}{3}.
\end{equation}
Now measure from the fold, $x=-1+u$. Because $x^3=-1+3u-3u^2+u^3$,
\begin{equation}
x-\frac{x^3}{3}=-1+u+\frac13-u+u^2-\frac{u^3}{3}
=-\frac23+u^2-\frac{u^3}{3}.
\end{equation}
The linear terms cancel, as they must at a fold. With the relative excess field $\delta=E/E_c-1$,
\begin{equation}
\frac{du}{ds}=\eta+u^2-\frac{u^3}{3},\qquad \eta=\frac{2\delta}{3}.
\label{eq:u}
\end{equation}
No approximation has been made. The start $P=-P_s$ is $x=-\sqrt3$, or $u=1-\sqrt3$, and the end $P=0$ is $u=1$. Hence
\begin{equation}
\frac{T}{t_0}=\int_{1-\sqrt3}^{1}\frac{du}{\eta+u^2-u^3/3}.
\label{eq:T}
\end{equation}

\section{Removing the cubic term}

Equation (\ref{eq:u}) becomes (\ref{eq:toy}) if $u^3$ is dropped, but that term is not small at the ends of the path. A change of variable avoids the truncation. Let
\begin{equation}
w=u\sqrt{1-\frac u3},\qquad w^2=u^2-\frac{u^3}{3}.
\end{equation}
Its derivative,
\begin{equation}
\frac{dw}{du}=\sqrt{1-\frac u3}-\frac{u}{6\sqrt{1-u/3}}
=\frac{1-u/2}{\sqrt{1-u/3}},
\end{equation}
is positive for $u<2$, hence on the whole path, so $u$ is a smooth function of $w$. At both ends $x-x^3/3=0$, which means $w^2=2/3$. The limits are therefore $\mp a$ with $a=\sqrt{2/3}$. With $g=du/dw$,
\begin{equation}
\frac{T}{t_0}=\int_{-a}^{a}\frac{g(w)\,dw}{\eta+w^2}.
\label{eq:Tw}
\end{equation}

To expand $g$, insert $u=w+a_2w^2+a_3w^3+\dots$ into $u^2-u^3/3=w^2$. The terms in $w^3$ and $w^4$ give
\begin{equation}
2a_2-\tfrac13=0,\qquad a_2^2+2a_3-a_2=0,
\end{equation}
so $a_2=1/6$, $a_3=5/72$, and
\begin{equation}
g(w)=1+\frac w3+\frac{5}{24}w^2+\dots
\end{equation}
The limits are symmetric, so the odd part of $g$ integrates to zero. Write the even part as $1+w^2h(w)$, where $h$ is smooth and even and $h(0)=5/24$. Then
\begin{equation}
\frac{T}{t_0}=\frac{2}{\sqrt\eta}\arctan\frac{a}{\sqrt\eta}
+\int_{-a}^{a}\frac{w^2h(w)}{\eta+w^2}\,dw .
\label{eq:split}
\end{equation}
The second term never exceeds $\int|h|\,dw$ in size, and the first is (\ref{eq:toytime}). Thus $T/t_0=\pi/\sqrt\eta+O(1)$, or
\begin{equation}
\boxed{\,T\simeq\pi\sqrt{\tfrac32}\;\frac{\gamma}{\alpha}
\left(\frac{E}{E_c}-1\right)^{-1/2},\qquad E\to E_c^+\,}
\label{eq:law}
\end{equation}

\section{How close is close enough?}

The corrections tell where the law can be used. In (\ref{eq:split}) write $w^2/(\eta+w^2)=1-\eta/(\eta+w^2)$. The subtracted part is
\begin{equation}
\eta\int_{-a}^{a}\frac{h(w)\,dw}{\eta+w^2}
=\eta\left[\frac{\pi h(0)}{\sqrt\eta}+O(1)\right]
=\frac{5\pi}{24}\sqrt\eta+O(\eta).
\end{equation}
With (\ref{eq:toytime}) this gives
\begin{equation}
\frac{T}{t_0}=\frac{\pi}{\sqrt\eta}+C-\frac{5\pi}{24}\sqrt\eta+O(\eta),
\qquad C=-\frac2a+\int_{-a}^{a}h\,dw .
\label{eq:three}
\end{equation}

The constant can be found without knowing $h$. Cut out $|w|<r$ and set $\eta=0$:
\begin{equation}
\int_{r<|w|<a}\frac{g\,dw}{w^2}=\frac2r-\frac2a+\int_{r<|w|<a}h\,dw
\;\longrightarrow\;\frac2r+C .
\label{eq:cut}
\end{equation}
In the variable $u$ the integrand is
\begin{equation}
\frac{1}{u^2(1-u/3)}=\frac1{u^2}+\frac1{3u}+\frac{1}{9(1-u/3)},
\end{equation}
with antiderivative
\begin{equation}
G(u)=-\frac1u+\frac13\ln\frac{|u|}{1-u/3}.
\end{equation}
The inner limits are $u(\pm r)=\pm r+r^2/6+\dots$, so $1/u(\pm r)=\pm1/r-1/6+O(r)$. Their contribution $G(u(-r))-G(u(r))$ tends to $2/r$: the two terms $1/6$ cancel and the logarithms differ by $O(r)$. What remains is $C=G(1)-G(1-\sqrt3)$, where
\begin{align}
G(1)&=-1+\tfrac13\ln\tfrac32,\\
G(1-\sqrt3)&=\frac{1+\sqrt3}{2}+\frac13\ln\frac{3(\sqrt3-1)}{2+\sqrt3}.
\end{align}
The difference of the logarithms is $\tfrac13\ln\{(2+\sqrt3)/[2(\sqrt3-1)]\}$. Since $2+\sqrt3=(1+\sqrt3)^2/2$ and $\sqrt3-1=2/(1+\sqrt3)$, its argument is $[(1+\sqrt3)/2]^3$. Therefore
\begin{equation}
C=-\frac{3+\sqrt3}{2}+\ln\frac{1+\sqrt3}{2}=-2.054 .
\end{equation}
The leading law overestimates the delay by about $2t_0$, however close $E$ is to $E_c$. The relative error of the law vanishes as $\sqrt\delta$.

\section{Other limits of the same equation}

\paragraph{Start at the fold.} If the film is prepared at $P=-P_c$, the integral begins at $w=0$ and covers half of the slow region. The leading delay is then $\pi t_0/(2\sqrt\eta)$. Direct quadrature at $\eta=10^{-8}$ gives $T\sqrt\eta/t_0=1.5710$, against $\pi/2=1.5708$.

\paragraph{Just below $E_c$.} Now $\eta<0$ and the motion stops where $w=-\sqrt{-\eta}$. At $E=0.999E_c$, $\eta=-6.67\times10^{-4}$ and $w=-0.0258$, so $u\simeq w+w^2/6=-0.0257$. The film of the example below should stay at $P=-1.0257P_c=-11.84$ $\mu$C/cm$^2$. Integration of (\ref{eq:lk}) over $5000\,t_0$ ends at this value.

\paragraph{Strong field.} Between $P=-P_s$ and $P=0$ the force $\alpha P-\beta P^3$ lies between $-E_c$ and $0$. The speed $dP/dt$ is therefore between $(E-E_c)/\gamma$ and $E/\gamma$, and
\begin{equation}
\frac{\gamma P_s}{E}\le T\le\frac{\gamma P_s}{E-E_c}.
\end{equation}
For $E\gg E_c$ the delay falls as $1/E$. The inverse square root belongs to the neighbourhood of the fold.

\section{Any free energy with an ordinary fold}

Let $F$ be a smooth free energy whose metastable branch ends at $P_*$, where $F''(P_*)=0$ and $F'''(P_*)<0$. Write $P=P_*+u$, $E_c=F'(P_*)$ and $\epsilon=E-E_c$. Then
\begin{equation}
\gamma\frac{du}{dt}=\epsilon+Au^2+O(u^3),\qquad A=\tfrac12|F'''(P_*)| .
\end{equation}
Assume that $E_c-F'(P)$ is positive elsewhere on the path, so that no second obstacle exists. The parts of the path away from $P_*$ then take a bounded time. Near $P_*$ choose $w$ with the sign of $u$ and $w^2=E_c-F'(P)$. The integrand becomes $\gamma(du/dw)/(\epsilon+w^2)$ with $du/dw=1/\sqrt A$ at $w=0$, and the earlier argument gives
\begin{equation}
T\simeq\frac{\pi\gamma}{\sqrt{A\epsilon}}
=\pi\gamma\sqrt{\frac{2}{|F'''(P_*)|\,(E-E_c)}} .
\label{eq:general}
\end{equation}
For the quartic energy $|F'''|=6\beta P_c=2\alpha/P_c$ and $\epsilon=\tfrac23\alpha P_c\delta$. Their product is $\tfrac43\alpha^2\delta$, and (\ref{eq:law}) returns. A sixth-order energy with $F'=0.1p-p^3+p^5$ and $\gamma=1$, all in scaled units, tests the general form. At $\epsilon=10^{-6}$ the integrated delay is $1.0006$ times (\ref{eq:general}).

The exponent is tied to $F'''\neq0$. If the drift at the fold were $\epsilon+Bu^4$ with $B>0$, the slow width would be of order $\epsilon^{1/4}$ and the delay of order $\epsilon^{1/4}/\epsilon=\epsilon^{-3/4}$.

\section{Numbers for a thin film}

Take a 10 nm film with $P_s=20$ $\mu$C/cm$^2$, $E_c=1$ MV/cm and $\gamma=1$ $\Omega\,$m. Then $P_c=20/\sqrt3=11.55$ $\mu$C/cm$^2$. Equation (\ref{eq:ec}) gives $\alpha=3E_c/(2P_c)=1.299\times10^{9}$ m/F, so $t_0=\gamma/\alpha=0.770$ ns. The prefactor in (\ref{eq:law}) is $3.848\,t_0=2.962$ ns. At 1\% excess the three terms of (\ref{eq:three}) are
\begin{equation}
T=\left(\frac{2.962}{\sqrt{0.01}}-1.581-0.041\right)\text{ns}=28.00\text{ ns}.
\end{equation}
Direct integration of (\ref{eq:lk}) gives the following delays in ns.

\begin{center}
\begin{tabular}{rrrr}
excess & integrated & one term & three terms\\
10\% & 7.73 & 9.37 & 7.66\\
1\% & 28.00 & 29.62 & 28.00\\
0.1\% & 92.07 & 93.66 & 92.07\\
0.01\% & 294.61 & 296.19 & 294.61
\end{tabular}
\end{center}

The one-term law is 21\% above the integrated delay at 10\% excess and 0.5\% above it at 0.01\%. The logarithmic slope between the last two rows is $-0.505$. It is steeper than $-1/2$ because $C<0$: the slope of $K\delta^{-1/2}+Ct_0$ is $-\tfrac12K\delta^{-1/2}/T$, and the numerator $K\delta^{-1/2}$ exceeds $T$.

At 1\% excess the film spends 88\% of the delay within $0.3P_c$ of the fold. Going on from $P=0$ to $P=+P_c$ adds 0.74 ns, so the choice of end point matters little.

\section{What blurs the divergence}

The estimates below refer to 1\% excess at 300 K, with the other settings held fixed.

\paragraph{Field accuracy.} From (\ref{eq:law}), $dT/T\simeq-\tfrac12\,d\delta/\delta$. Moving the field by only 0.1\% of $E_c$, to 0.9\% or 1.1\% excess, changes the delay to 29.6 or 26.6 ns.

\paragraph{Screening.} Imperfect electrodes leave an opposing field $-\lambda P/(\varepsilon_0d)$, where $d$ is the thickness and $\lambda$ an effective screening length. This replaces $\alpha$ by $\alpha-\lambda/(\varepsilon_0d)$. For a rough $\lambda=0.02$ nm the cut is 17.4\%. Since $E_c\propto\alpha^{3/2}$ at fixed $\beta$, the coercive field drops to 0.751 MV/cm. The same applied field is now about 35\% above it, and the delay is 4.2 ns. The law keeps its form with the new $E_c$ and $t_0$, but an excess of 35\% is too large for it to be accurate: it would give 6.1 ns. These numbers neglect the background permittivity $\varepsilon_b$ of the film, which divides both the applied and the opposing field by $1+\varepsilon_b\lambda/d$. At the same applied voltage the delay is then 4.5 ns for $\varepsilon_b=10$ and 5.2 ns for $\varepsilon_b=30$.

\paragraph{Existing walls.} Non-uniform polarization adds $g\nabla^2P$ to the right side of (\ref{eq:lk}). At $E_c$ the local force factors as $\beta(P+P_c)^2(2P_c-P)$. Try a front moving at speed $v$ with $P'=-k(P+P_c)(2P_c-P)$. Then $P''=-k(P_c-2P)P'$, and after division by the common factor the equation reads
\begin{equation}
\gamma vk=gk^2(P_c-2P)+\beta(P+P_c).
\end{equation}
The terms in $P$ require $k^2=\beta/(2g)$. The rest gives $\gamma vk=\tfrac32\beta P_c$, so
\begin{equation}
v=\frac{3P_c}{\gamma}\sqrt{\frac{g\beta}{2}}=\frac1\gamma\sqrt{\frac{3g\alpha}{2}} .
\end{equation}
The static wall at zero field is $P_s\tanh(z/\ell)$ with $\ell^2=2g/\alpha$. A rough $\ell=0.5$ nm gives $v=0.56$ m/s at $E_c$. Used as an estimate at 1\% excess, this speed covers 16 nm in 28 ns. Two flat walls that approach each other across a gap below about 32 nm therefore meet before uniform switching is complete. Between round seeds the corners lie farther from the walls and take longer.

\paragraph{Thermal noise.} For a volume $V$ that moves as a unit, noise adds to $dx$ a random step of variance $2D\,ds$. The thermal distribution is recovered if $D=k_BT_{\rm K}/(V\alpha P_c^2)$, with $T_{\rm K}$ the temperature. Near the fold set $u=\sqrt\eta\,y$ and $s=\sigma/\sqrt\eta$. The drift becomes $1+y^2$ and the noise strength $D/\eta^{3/2}$, so noise matters once $\eta^{3/2}$ is comparable with $D$. A rigid pad of 1 $\mu$m$^2$ has $D=2.4\times10^{-8}$, far below $\eta^{3/2}=5.4\times10^{-4}$, and its mean delay is unchanged at 28.0 ns. The gradient term, acting as diffusion with constant $g/\gamma$, spreads a disturbance over roughly $4\pi gT/\gamma=57$ nm$^2$ during the delay. An isolated spot of this size, if it moved as a rigid unit, would have $D=4.2\times10^{-4}$. Simulated trajectories give it a mean delay of about 27 ns with a standard deviation of about 10 ns, and 1\% of them cross before about 13 ns. For such a rigid spot the mean hardly moves, but the spread is large. These numbers do not carry over to a flexible film, where $P$ also fluctuates within the spot. If $x=X+\xi$ with symmetric fluctuations $\xi$ of zero mean, the average of $x-x^3/3$ is $X-X^3/3-X\langle\xi^2\rangle$. At the fold, $X=-1$, this adds $\langle\xi^2\rangle$ to the drift. A variance of only 0.007 would double $\eta$ at 1\% excess, so fluctuations can lower the effective coercive field by more than the excess itself and shorten the delay strongly. For the parameters used here they do. On a two-dimensional grid of cells 0.5 to 2 nm wide, each uniform through the thickness and coupled by the gradient term, the variance near the fold is about 0.02 to 0.05 and the mean polarization reaches zero in about 7 to 11 ns. The values depend on the cell size, which sets the shortest wavelength allowed to fluctuate.

\paragraph{Circuit.} A series resistance $R$ on a pad of area $S$ lowers the field by $(RS/d)\,dP/dt$, which adds $RS/d$ to $\gamma$. For 50 $\Omega$ and 1 $\mu$m$^2$ this is 0.005 $\Omega\,$m, and the delay becomes 28.1 ns.

\paragraph{Beside a real film.} The chosen $P_s$, $E_c$ and thickness are rough values in the regime of ferroelectric hafnium zirconium oxide. The damping is much less certain, and every delay computed from (\ref{eq:lk}) scales in proportion to it. The applied field is about a quarter of a rough breakdown field of 4 MV/cm. Such films are usually polycrystalline, and their measured coercive field need not be the uniform $E_c$ used here, since nucleation and wall motion can reverse a film below it. The assumption most at risk is uniformity. By the estimates above, flat walls closing a gap of about 16 nm from both sides would cut the 28 ns roughly in half, thermal fluctuations within a flexible film can shift the coercive field by more than the excess, and imperfect screening at fixed applied voltage cuts it to about 4 to 5 ns. The inverse square root can be expected where $\delta\ll1$, a region switches as a unit, its own coercive field is known to much better than the excess, $\eta^{3/2}\gg D$, and the variance $\langle\xi^2\rangle$ of fluctuations inside the region is much smaller than $\eta$. For the film of the example at 300 K and 1\% excess, the last condition fails. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Ps = 20.0 uC/cm2, Pc = 11.55 uC/cm2
Ec = 1.000 MV/cm, numerical fold = 1.000000 MV/cm
gamma = 1.00 ohm m, alpha = 1.2990e+09 m/F
beta = 3.2476e+10 m^5/(F C^2)
t0 = 0.7698 ns, film thickness = 10.0 nm
prefactor pi*sqrt(3/2) = 3.8476 (no unit)
prefactor in time = 2.9619 ns
constant C = -2.0541 (no unit), C*t0 = -1.5813 ns
excess %, direct ns, one term ns, three terms ns
10.00  7.7327  9.3664  7.6551
1.00  28.0047  29.6192  27.9968
0.10  92.0707  93.6642  92.0699
0.01  294.6069  296.1922  294.6068
log slope, 0.1 to 0.01 % excess = -0.5051
log slope, eta 1e-8 to 1e-10 = -0.500013
start at fold: delay*sqrt(eta)/t0 = 1.5710
remainder/eta at eta=1e-4: 1.522
sixth-order energy: delay/formula = 1.00056
P after 5000 t0 at 0.999 Ec = -11.844 uC/cm2
Below: 1 % excess field
share of delay within 0.3 Pc of fold = 87.9 %
extra time from P=0 to P=+Pc = 0.736 ns
delay at 0.9 % excess = 29.61 ns
delay at 1.1 % excess = 26.63 ns
temperature = 300 K
wall half width (rough) = 0.50 nm
coherent spot area = 57.1 nm2
noise strength D: pad 2.39e-08, spot 4.18e-04
mean delay, rigid pad = 28.005 ns
mean delay, one spot = 26.62 ns
same from trajectories = 26.83 ns
standard deviation, spot = 10.40 ns
earliest 1 % of spots before 13.16 ns
wall speed at Ec = 0.562 m/s
front speed test at 0.9 Ec: PDE/formula = 0.9978
distance swept by a wall in the delay = 15.8 nm
screening length (rough) = 0.020 nm
relative cut of alpha by screening = 17.4 %
coercive field with screening = 0.751 MV/cm
delay with screening, same field = 4.19 ns
series resistance = 50 ohm, pad = 1.0 um2
background relative permittivity = 10
added damping = 0.0050 ohm m
delay in full circuit = 28.145 ns
rough breakdown field = 4.0 MV/cm
applied/breakdown field = 0.253
\end{verbatim}
